# Why a thin metal film can break into islands without melting

## Question

I am planning to anneal a bare copper film, 20 nm thick, at 673 K. I have been warned that it may break up into separate islands. Copper melts near 1360 K, so I don't see how. Rounded beads look like the work of a liquid pulled together by surface tension. If I find islands afterwards, must the film have melted somewhere, perhaps because it is so thin? And if melting isn't needed, why does any thin film survive?

## Answer

Islands would not prove melting. Surface energy belongs to solids as well as liquids, and a solid can change shape if its surface atoms can move. This is solid-state dewetting. It needs a lower-energy shape, a place to start, and enough surface diffusion in the time available. A film survives when one of these is missing.

I assume an isotropic surface energy \(\gamma\), a flat, rigid, inert substrate, constant metal volume and a clean free surface.

### Is the island state lower in energy?

Let \(\theta\) be the contact angle measured through the metal. Young's law relates the energies per area of bare substrate, metal–substrate interface and metal surface:

\[
\gamma_{\rm sub}=\gamma_{\rm int}+\gamma\cos\theta .
\]

Measure energy from the bare substrate. A continuous film adds a metal surface and an interface, and removes bare substrate, so per area

\[
e_{\rm film}=\gamma+\gamma_{\rm int}-\gamma_{\rm sub}=\gamma(1-\cos\theta).
\]

This is positive for any \(\theta>0\).

Now take an island shaped as a spherical cap, with radius of curvature \(R\). Write \(c=\cos\theta\). Its curved area is \(2\pi R^2(1-c)\), its base area is \(\pi R^2(1-c^2)\), and its volume is \(V=\pi R^3(2-3c+c^3)/3\). Each unit of base area contributes \(\gamma_{\rm int}-\gamma_{\rm sub}=-\gamma c\). Hence

\[
\begin{aligned}
E&=\gamma\left[2\pi R^2(1-c)-c\,\pi R^2(1-c^2)\right]\\
&=\gamma\pi R^2(2-3c+c^3)=\frac{3\gamma V}{R}.
\end{aligned}
\]

A film of thickness \(h\) supplies \(h/V\) islands per unit area, with total energy \(3\gamma h/R\). Islands win if this is less than \(\gamma(1-\cos\theta)\):

\[
R>\frac{3h}{1-\cos\theta}.
\]

For \(h=20\) nm and \(\theta=90^\circ\), the break-even radius is 60 nm. Many tiny islands would cost more than the film; fewer, larger ones cost less. As \(\theta\to0\) the required radius diverges, and the driving force disappears. The melting point appears nowhere in this comparison.

### How does a solid move towards that state?

At fixed \(\theta\), a cap has \(V=aR^3\) and \(E=3\gamma aR^2\), with \(a\) constant. Adding volume therefore costs

\[
\frac{dE}{dV}=\frac{6\gamma aR}{3aR^2}=\frac{2\gamma}{R}.
\]

The sum of the two principal curvatures of the cap is \(\kappa=2/R\), so an atom of volume \(\Omega\) has an excess chemical potential \(\mu=\Omega\gamma\kappa\). The same local relation holds on other smooth surfaces, with \(\kappa\) positive where the solid is convex. Atoms drift from high to low \(\mu\).

With surface diffusivity \(D_s\), the drift velocity is \(-(D_s/k_BT)\,\partial\mu/\partial s\), where \(s\) is distance along the surface. Taking \(\Omega^{-2/3}\) surface atoms per area, the flux is

\[
J=-\frac{D_s\gamma\Omega^{1/3}}{k_BT}\frac{\partial\kappa}{\partial s}.
\]

Where more atoms arrive than leave, the surface advances. For a profile that is uniform in the third direction, its outward normal velocity is

\[
v_n=-\Omega\frac{\partial J}{\partial s}
=B\frac{\partial^2\kappa}{\partial s^2},\qquad
B=\frac{D_s\gamma\Omega^{4/3}}{k_BT}.
\]

To see that this lowers the energy, note that adding volume costs \(\gamma\kappa\) per unit volume. With Young's angle maintained at the contact lines, the ends add no further term. Per unit length of the profile,

\[
\frac{dE}{dt}=\gamma\int\kappa v_n\,ds
=\gamma B\int\kappa\frac{\partial^2\kappa}{\partial s^2}ds
=-\gamma B\int\left(\frac{\partial\kappa}{\partial s}\right)^2ds\le0.
\]

The last step is integration by parts; the boundary term vanishes because no atoms flow through the ends. Capillary energy is dissipated by diffusion, with no liquid involved.

### Then why doesn't every film break up?

A lower-energy state may exist without a downhill path from a flat film. Give the surface a small ripple, \(y=h+\epsilon\cos kx\). To first order in \(\epsilon\), \(\kappa=-y''=\epsilon k^2\cos kx\), and therefore

\[
\frac{\partial y}{\partial t}=B\frac{\partial^2\kappa}{\partial x^2}
=-Bk^4\epsilon\cos kx .
\]

The ripple decays at rate \(Bk^4\). A simulation of the full nonlinear law, started with a ripple of 1% of the thickness and \(kh=0.5\), left a fraction 0.3684 of the amplitude after a time \(1/(Bk^4)\); the formula gives \(e^{-1}=0.3679\). Small ripples heal when surface energy alone drives the motion, so a nearly flat, unstressed film needs an edge or a hole through it before it can dewet.

Even a hole must be large enough. As an estimate, give it vertical walls and radius \(r\). It adds wall area \(2\pi rh\) and removes film area \(\pi r^2\):

\[
\Delta E=\gamma\left[2\pi rh-(1-\cos\theta)\pi r^2\right].
\]

Setting the derivative to zero puts the maximum at \(r=h/(1-\cos\theta)\), or 20 nm here. In this estimate smaller holes lower their energy by closing, larger ones by growing. A real hole has flared walls, which can make the critical radius at the substrate much smaller, so 20 nm is not a safe limit for pinholes.

Grain boundaries can make the opening. Where a boundary of energy \(\gamma_{\rm gb}\) meets the free surface, the two surfaces slope down into a groove at angle \(\phi\). Vertical force balance gives

\[
2\gamma\sin\phi=\gamma_{\rm gb}.
\]

Consider long parallel boundaries a distance \(w_g\) apart. At rest there is no flux, so \(\kappa\) is constant and each grain top is a circular arc. Its radius is \(\rho=w_g/(2\sin\phi)\), and the area between arc and chord is \(\rho^2(\phi-\sin\phi\cos\phi)\). If the groove floor is at height \(y_g\), volume conservation requires

\[
w_gh=w_gy_g+\rho^2(\phi-\sin\phi\cos\phi).
\]

Substituting \(\rho\) and dividing by \(w_g\),

\[
y_g=h\left(1-\frac{w_g}{w_c}\right),\qquad
w_c=\frac{4h\sin^2\phi}{\phi-\sin\phi\cos\phi}.
\]

Grains wider than \(w_c\) have no resting shape that still covers the substrate at the boundary. With a rough ratio \(\gamma_{\rm gb}/\gamma=1/3\), \(\phi=9.59^\circ\) and \(w_c=35.7h\), or 714 nm for your thickness. In the simulation, grains of width \(0.8w_c\) stopped with a groove floor at \(0.200h\), as predicted, whereas grains of width \(1.5w_c\) opened to the substrate. Points where three boundaries meet need a three-dimensional treatment, so 714 nm is not a general safe limit. Real films this thin usually have much narrower grains and can still agglomerate, so this groove model shows one way a hole can form, not the cause in every film.

### How fast is it at 673 K?

I use rough copper values: \(\gamma=1.7\) J/m², \(\Omega=0.0118\) nm³, and a surface diffusivity with prefactor \(10^{-6}\) m²/s and barrier 0.85 eV. At 673 K, \(k_BT=0.0580\) eV, so

\[
D_s=10^{-6}\,e^{-0.85/0.0580}\ {\rm m^2/s}
\approx4.3\times10^{-13}\ {\rm m^2/s}.
\]

Inserting this in \(B\) gives \(2.12\times10^5\) nm⁴/s. A ripple of wavelength 200 nm then heals in about 5 s.

If all lengths are scaled with \(h\), curvature scales as \(1/h\), its second derivative as \(1/h^3\), and velocity as \(B/h^3\). Times therefore scale as

\[
\frac{h^4}{B}=\frac{(20\ {\rm nm})^4}{2.12\times10^5\ {\rm nm^4/s}}
\approx0.755\ {\rm s}.
\]

For the continuous film with grains of width \(1.5w_c\), the groove opened after about \(3.2\times10^3\,h^4/B\), or some 40 min (the printed value, 3274, is about 2% high because of the finite time steps). Retraction can then begin from the new edges.

To follow that later stage in a simple geometry, take a stripe 400 nm wide with edges already present, and choose \(\theta=90^\circ\) as a round model value.

**From stripe to ridge.** The upper corners of the stripe are strongly curved and its top is flat. Atoms flow from the corners onto the top, and the edges retract. The cross-section relaxes to a circular arc. For general \(\theta\), the arc has area \(A=R^2(\theta-\sin\theta\cos\theta)\), arc length \(2R\theta\) and base width \(2R\sin\theta\). Its energy per length is

\[
E_{\rm ridge}=\gamma(2R\theta-2R\sin\theta\cos\theta)=\frac{2\gamma A}{R}.
\]

At \(\theta=90^\circ\), \(A=\pi R^2/2\) and \(E_{\rm ridge}=\pi\gamma R\). The original stripe, of width \(w\), has energy \(\gamma(w+2h)\), because its top and two sides count while the base contributes nothing. Since \(A=wh\),

\[
\pi R=\sqrt{2\pi wh}<\sqrt{8wh}\le w+2h .
\]

The last inequality is \((w-2h)^2\ge0\) rearranged. At this angle, any rectangular stripe can therefore lower its energy by becoming a ridge.

Here \(A=20\times400=8000\) nm², so \(R=\sqrt{2A/\pi}=71.4\) nm. The simulation released half of the stripe-to-ridge energy difference in 13 s, and 99% in \(61.8\,h^4/B\), or 47 s. Halving the number of mesh intervals changed the 99% time by less than one time step, \(0.5\,h^4/B\). The time stepping is only first order, however, and makes the simulated times about 1–2% too long: with small steps the 99% time is near \(61\,h^4/B\), or 46 s. The same margin applies to every time scaled from it below.

**From ridge to islands.** A half-cylinder with \(\theta=90^\circ\) is the mirror half of a full cylinder: symmetry supplies both the right contact angle and zero flux at the contact line. Let its radius vary along its length as \(r=R+\epsilon\cos kz\). To first order,

\[
\kappa=\frac1r-r''
=\frac1R+\left(k^2-\frac1{R^2}\right)\epsilon\cos kz .
\]

The first bracketed term is the bending along the ridge, which resists the ripple. The second arises because a thin neck is more tightly curved around its girth, which drives atoms out of it. Two derivatives along \(z\) give

\[
\frac{\partial r}{\partial t}=B\frac{\partial^2\kappa}{\partial z^2}
=Bk^2\left(\frac1{R^2}-k^2\right)\epsilon\cos kz .
\]

Ripples longer than \(2\pi R\) grow, unlike ripples on a flat film. With \(u=k^2\), the rate \(Bu(1/R^2-u)\) is largest at \(u=1/(2R^2)\). The fastest wavelength is thus \(\lambda=2\pi\sqrt2\,R=634\) nm, and its growth rate is \(B/(4R^4)\). The amplitude grows by a factor \(e\) every

\[
\frac{4R^4}{B}=\frac{4(71.4\ {\rm nm})^4}{2.12\times10^5\ {\rm nm^4/s}}
\approx490\ {\rm s}\approx8.2\ {\rm min}.
\]

Starting from an assumed 1 nm ripple, growth to the ridge radius takes \(\ln(71.4)\times8.16\approx35\) min. This extends a small-ripple law to pinch-off, so it is only an estimate, and probably too long: a neck thins faster than the law predicts once the ripple is large. The stripe must also be long enough to hold such a wavelength.

One island per wavelength collects \(8000\times634\approx5.07\times10^6\) nm³. Equating this to the hemisphere volume \(2\pi R_i^3/3\) gives \(R_i\approx134\) nm. Divided by the original stripe area, the energies are:

- stripe: \(1.7\times440/400=1.87\) J/m²;
- ridge: \(1.7\times\pi\times71.4/400=0.95\) J/m²;
- islands: \(1.7\times2\pi\times134.3^2/(634\times400)=0.76\) J/m².

Each stage lowers the energy, at about half the melting temperature.

### Could the film secretly be liquid because it is thin?

Small thickness does lower the melting point, so this deserves a number. Close to the bulk melting point \(T_m\), melting at temperature \(T\) costs a free energy \(L(T_m-T)/T_m\) per volume, where \(L\) is the latent heat per volume. Suppose melting also saves an energy \(\Delta\sigma\) per film area at the two faces. Balancing \(hL(T_m-T)/T_m\) against \(\Delta\sigma\) gives

\[
T_m-T=\frac{T_m\,\Delta\sigma}{Lh}.
\]

Take the generous allowance \(\Delta\sigma=2\gamma\) and a rough \(L=1.9\times10^9\) J/m³. The lowering is about 120 K, which still leaves the film melting near 1240 K. Thinness does not turn this film into a liquid at 673 K.

### What does temperature change?

It mainly changes the clock. With the same stripe, surface energy and diffusion law, the time to form the ridge is:

- 673 K: 47 s;
- 573 K: about 9 min;
- 473 K: about 4.5 h;
- 300 K: about \(4.7\times10^5\) h, or some 54 years.

Breakup into islands slows by the same factor, since it is also proportional to \(1/B\). At 473 K the 35 min estimate becomes roughly 200 h. A film can thus be energetically unstable and still outlast its use. Thickness matters strongly too: doubling both \(h\) and \(w\) at fixed temperature multiplies the ridge time by \(2^4=16\).

### How far should you trust these numbers for real copper?

Bare thin copper films, such as seed layers for interconnects, are known to agglomerate during anneals well below melting. The energy argument is more secure than the times above. All of them rest on a rough surface diffusivity: at 673 K, an error of only 0.1 eV in the barrier changes them by a factor of 5.6, so they are illustrations, not predictions. The assumption of a clean surface is also easily broken. If contamination raised the diffusion barrier by 0.2 eV with the prefactor unchanged, times at 673 K would grow by \(5.61^2\approx31\), and the ridge would take about 25 min instead of 47 s. Oxide and facets can also change the rates greatly; I have not modelled them. A finished interconnect line is enclosed by other materials, which removes the free surface and changes the energy balance, so these times do not apply to it.

The contact angle matters less for this stripe. With the same starting shape, the ridge time is about \(88\,h^4/B\) at \(60^\circ\) and \(54\,h^4/B\) at \(120^\circ\), or about 67 s and 41 s, again 1–2% high from the time step. Lowering the angle from \(90^\circ\) to \(60^\circ\) thus slows retraction here, but does not stop it. At a small enough angle the resting ridge would be wider than the stripe, and the edges would not retract.

Some other omissions are negligible for these parameters. Transport through the crystal lattice is estimated at \(3\times10^{-6}\) of that along the surface, and evaporation at about \(10^{-9}\) nm over the whole process. Diffusion along grain boundaries is also left out, and it may not be negligible in a film with many of them. If the film were stress-free at 300 K on silicon and deformed only elastically on heating, its thermal strain energy would be roughly 0.1 J/m², depending on the grain orientation, compared with the 1.11 J/m² released between stripe and islands. That comparison concerns the energy gain only: a stress this large, if it did not relax, could also make long ripples grow, at a rate that depends strongly on the stress and so on the grain orientation. The capillary law used here leaves this out. As for anisotropy, suppose the stripe had the lowest surface energy on all its faces and the hemispherical islands the highest everywhere, with the base still contributing nothing. The highest would have to exceed the lowest by a factor of 2.46 to cancel the gain.

For your anneal, then, the useful questions are whether the film has edges, pinholes or wide grains, whether it stays under stress, how mobile its surface is, and how long it stays hot. Lower temperature, shorter time, greater thickness or a well-adhering cap applied before heating all work against dewetting. Staying below the melting point is not enough. The numerical check give the values used here.

## Numbers as computed

```
Film thickness: 20 nm; stripe width: 400 nm
Temperature: 673 K; rough melting point: 1360 K
Temperature / melting point: 0.495
Surface energy (rough): 1.7 J/m2; contact angle: 90 deg
Atomic volume (rough): 0.0118 nm3
Diffusion prefactor (rough): 1.0e-06 m2/s
Diffusion barrier (rough): 0.85 eV
Thermal energy kB*T: 0.0580 eV
Surface diffusivity: 4.313e-13 m2/s
Coefficient B: 2.120e+05 nm4/s
Time unit h^4/B: 0.755 s
Break-even island radius, continuous film: 60 nm
Ripple test, amplitude left after 1/(B k^4): 0.3684
Decay time of a 200 nm ripple: 4.84 s
Grain-boundary / surface energy (rough): 0.333
Groove angle phi: 9.59 deg
Critical grain width: 35.70 h
Critical grain width: 714 nm
Simulated groove floor at 0.8 critical width: 0.2000 h
Groove opening time at 1.5 critical width: 3274 h^4/B
Groove opening time: 41.2 min
Stripe: half the energy release at: 17.0 h^4/B
Stripe: 99% of the energy release at: 61.8 h^4/B
Same, coarser mesh: 61.8 h^4/B
Time to half release: 12.9 s
Time to ridge (99% release): 46.7 s
Ridge radius: 71.4 nm
Fastest breakup wavelength: 634 nm
Breakup e-folding time: 8.16 min
Breakup time from 1 nm ripple: 34.8 min
Island radius: 134.3 nm
Energy per original stripe area, stripe: 1.870 J/m2
Energy per original stripe area, ridge: 0.953 J/m2
Energy per original stripe area, islands: 0.760 J/m2
Time to ridge at 300 K: 4.74e+05 hours
Time to ridge at 473 K: 4.48 hours
Time to ridge at 573 K: 0.142 hours
Time to ridge at 673 K: 0.013 hours
Ridge time for contact angle 60 deg: 88.3 h^4/B
Ridge time for contact angle 120 deg: 54.3 h^4/B
Slowing per extra 0.1 eV of barrier: 5.61 times
Generous melting-point lowering, thin film: 122 K
Volume / surface diffusion transport: 2.7e-06
Thickness evaporated in the whole process: 1.1e-09 nm
Thermal mismatch strain: 0.52 %
Elastic energy upper estimate: 0.109 J/m2
Anisotropy ratio needed to cancel the gain: 2.46
```
